# What the neutron's negative charge radius says about its Dirac form factor

**Q:** The neutron has no net charge, yet its mean-square charge radius is negative, about $-0.116\ \mathrm{fm}^2$. The Dirac form factor $F_1$ multiplies $\gamma^\mu$, the coupling of ordinary charge. So the negative radius directly shows the slope of $F_1$: positive charge inside, negative charge outside.

**A:** That needs the quoted radius to be defined by the slope of $F_1$. Let us write the current and see which function the radius belongs to. I use $\hbar=c=1$, metric $(+,-,-,-)$, proton charge $e>0$ and spinors with $\bar uu=2M$. For one-photon exchange, with parity and time-reversal invariance, the neutron current is

$$\langle p's'|J^\mu|ps\rangle=e\,\bar u'\Gamma^\mu u,\qquad \Gamma^\mu=F_1\gamma^\mu+\frac{i\sigma^{\mu\nu}q_\nu}{2M}F_2 .$$

Here $q=p'-p$, $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$, and both form factors depend on $Q^2=-q^2\ge0$. Neutrality gives $F_1(0)=0$. The anomalous moment is $F_2(0)=\kappa$, in units of $e/(2M)$.

**Q:** The second term is magnetic. Why should it enter a charge radius?

**A:** Because it has a time component when the neutron moves, and a neutron that absorbs momentum must move before or after. Take the Breit frame, $\mathbf p=-\mathbf q/2$ and $\mathbf p'=+\mathbf q/2$. The energies are equal, so $q^0=0$ and $Q^2=\mathbf q^2$. The spinors are

$$u(\mathbf p)=\sqrt{E+M}\begin{pmatrix}\chi\\ \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+M}\chi\end{pmatrix},\qquad E^2=M^2+\frac{\mathbf q^2}{4}.$$

For the Dirac term, $\bar u'\gamma^0u=u'^\dagger u$. Since $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=-\mathbf q^2/4=-(E-M)(E+M)$,

$$u'^\dagger u=\big[(E+M)-(E-M)\big]\chi'^\dagger\chi=2M\,\chi'^\dagger\chi .$$

For the Pauli term, $\sigma^{0j}=i\gamma^0\gamma^j$ and $q_j=-q^j$, so $i\sigma^{0j}q_j=\gamma^0\,\boldsymbol\gamma\cdot\mathbf q$. The $\gamma^0$ in $\bar u'=u'^\dagger\gamma^0$ cancels the one in front:

$$\bar u'\,i\sigma^{0\nu}q_\nu\,u=u'^\dagger\boldsymbol\gamma\cdot\mathbf q\,u
=\chi'^\dagger\big[(\boldsymbol\sigma\cdot\mathbf q)(\boldsymbol\sigma\cdot\mathbf p)-(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf q)\big]\chi .$$

Each of the two terms contributes $-\mathbf q^2/2$, so the sum is $-Q^2\chi'^\dagger\chi$. Multiplying by $F_2/(2M)$, adding the Dirac term and dividing by $2M$ gives

$$\frac{\bar u'\Gamma^0u}{2M}=G_E\,\chi'^\dagger\chi,\qquad G_E=F_1-\tau F_2,\qquad \tau=\frac{Q^2}{4M^2}.$$

This is the Sachs electric form factor. The quoted radius is defined from its slope.

**Q:** Then what is the relation between that radius and the slope of $F_1$?

**A:** The factor six comes from a static density: in $\int\rho\,e^{i\mathbf q\cdot\mathbf r}d^3r$ the quadratic term is $-\frac12\langle(\mathbf q\cdot\mathbf r)^2\rangle=-\mathbf q^2\langle r^2\rangle/6$ after averaging over angles. So define

$$r_E^2=-6\,G_E'(0),\qquad r_1^2=-6\,F_1'(0),$$

where the prime means $d/dQ^2$. Differentiating $G_E$ gives

$$G_E'(0)=F_1'(0)-\frac{F_2(0)}{4M^2}-\tau F_2'\Big|_{0}=F_1'(0)-\frac{\kappa}{4M^2}.$$

The slope of $F_2$ drops out because $\tau$ vanishes at $Q^2=0$. Multiplication by $-6$ gives

$$\boxed{\,r_E^2=r_1^2+\frac{3\kappa}{2M^2}\,}$$

The last term is the Foldy term. It has the sign of $\kappa$, which is negative for the neutron.

**Q:** How large is it?

**A:** The tabulated moment is $-1.91304$ nuclear magnetons, and the nuclear magneton contains the proton mass. Our $\kappa$ is in units containing the neutron mass, so

$$\kappa=-1.91304\times1.001378=-1.91568 .$$

With the reduced Compton length $1/M=0.21002$ fm,

$$\frac{3\kappa}{2M^2}=1.5\times(-1.91568)\times(0.21002\ \mathrm{fm})^2=-0.1267\ \mathrm{fm}^2 .$$

Taking your $r_E^2=-0.116\ \mathrm{fm}^2$ as given,

$$r_1^2=-0.116+0.1267\approx+0.011\ \mathrm{fm}^2 .$$

In atomic units the radius, the Foldy term and the remainder are $-4.14\times10^{-11}$, $-4.53\times10^{-11}$ and $+3.8\times10^{-12}$ bohr$^2$.

**Q:** So the Dirac radius has the opposite sign to the charge radius. Is that small remainder reliable?

**A:** Its size is sensitive. If the input is rounded to $-0.12\ \mathrm{fm}^2$, the remainder becomes about $+0.007\ \mathrm{fm}^2$. A change of about 3% in $r_E^2$ has changed $r_1^2$ by more than a third. The sign is more robust: it turns negative only if $r_E^2$ lies below the Foldy term, that is, below $-0.127\ \mathrm{fm}^2$. The margin is only $0.011\ \mathrm{fm}^2$, so the sign rests on the accuracy of the input. The usual average carries an uncertainty of about $0.002\ \mathrm{fm}^2$, but one older neutron–electron scattering result, about $-0.134\pm0.009\ \mathrm{fm}^2$, lies on the other side.

**Q:** You divided the current by $2M$. A state of energy $E$ is normally normalized with $2E$. Could the Foldy term be an artefact of that choice?

**A:** For the neutron the choice does not affect the radius. In the Breit frame $E/M=\sqrt{1+\tau}$, so the other choice replaces $G_E$ by $G_E/\sqrt{1+\tau}$. For total charge $Z$, in units of $e$, the expansion to first order in $Q^2$ is

$$\left(Z-\frac{Q^2r_E^2}{6}\right)\left(1-\frac{Q^2}{8M^2}\right)
\simeq Z-\frac{Q^2}{6}\left(r_E^2+\frac{3Z}{4M^2}\right).$$

The extra term is $0.033\ \mathrm{fm}^2$ for $Z=1$ at the neutron mass. It vanishes for $Z=0$. A charged particle does need a stated convention here.

**Q:** Form factors can be combined in many ways. Does a real slow neutron respond to $F_1$ or to $G_E$?

**A:** Put it in a weak static potential $\phi$. No energy is transferred, so $E'=E$, but now let $\mathbf p$ be any small momentum and $\mathbf p'=\mathbf p+\mathbf q$. The Pauli bracket found above still holds. With $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ it becomes

$$\mathbf q\cdot\mathbf p-\mathbf p'\cdot\mathbf q+i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p-\mathbf p'\times\mathbf q)
=-\mathbf q^2+2i\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p).$$

The Dirac term starts as $F_1\simeq-\mathbf q^2r_1^2/6$, so its spinor factor may be taken at zero momentum, where it is $2M$. Dividing by $2E\simeq2M$, the interaction in momentum space is

$$\tilde V=e\tilde\phi(\mathbf q)\left[-\frac{\mathbf q^2}{6}\left(r_1^2+\frac{3\kappa}{2M^2}\right)+\frac{i\kappa}{2M^2}\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)\right].$$

The last piece is a spin-orbit force; it vanishes when $\mathbf p$ is parallel to $\mathbf q$. In the first piece $-\mathbf q^2$ becomes $\nabla^2$ in position space:

$$V=\frac{e\,r_E^2}{6}\,\nabla^2\phi .$$

At leading order in momentum and first order in the field, the spin-independent response contains the sum $r_E^2$ and not $r_1^2$ separately. Since $\nabla^2\phi$ is minus the external charge density (Heaviside–Lorentz units), the neutron feels this term where it overlaps that charge. Inside a cloud of electrons $\nabla^2\phi>0$, so a negative $r_E^2$ gives attraction.

**Q:** Can you show this without expanding the spinors first?

**A:** Take motion along one line in the potential energy $e\phi=U\cos2kx$. The free Hamiltonian is $\alpha p+\beta M$. The potential connects plane waves whose momenta differ by $q=\pm2k$, through the matrix

$$\frac U2\left[F_1(q^2)+\frac{\kappa q}{2M}\,\beta\alpha\right],\qquad F_1(q^2)=-\frac{q^2r_1^2}{6}.$$

The states with momenta $+k$ and $-k$ are degenerate and are connected directly. This is the Breit configuration with $Q^2=4k^2$, so for states of unit norm the coupling is $\frac U2G_E(4k^2)\frac ME$. The cosine combination moves by plus this amount, the sine combination by minus this amount. To first order in $U$,

$$\mathcal E_{\cos}-\mathcal E_{\sin}=U\,G_E(4k^2)\frac ME=-\frac23\,k^2U\,r_E^2\,\frac ME .$$

Up to the factor $M/E$, the splitting therefore measures $r_E^2=-\frac32(\mathcal E_{\cos}-\mathcal E_{\sin})/(k^2U)$.

I diagonalized the Hamiltonian numerically for $k=0.02M$ and $U=0.001M$, in plane waves with momenta from $-7k$ to $7k$, and read the radius from the splitting:

- With $r_1^2=0$, the levels give $-0.1267\ \mathrm{fm}^2$.
- With the neutron value $r_1^2=+0.01075\ \mathrm{fm}^2$, they give $-0.1160\ \mathrm{fm}^2$.
- With $r_1^2=+0.12675\ \mathrm{fm}^2$, they give zero to five decimals.

In the first case one more digit reads $-0.12672$, against a Foldy term of $-0.12675$. The factor $M/E=1/\sqrt{1+0.02^2}\approx0.9998$ accounts for this difference. The third case answers your original claim most sharply: there $F_1$ has a large slope, yet the charge radius vanishes.

**Q:** Then I should turn my claim around. The Foldy term comes from the magnetic moment and nearly equals the whole radius. So the neutron has no separated charge, and the radius is only a magnetic effect.

**A:** That does not follow either. Introduce the Sachs magnetic form factor $G_M=F_1+F_2$ and eliminate $F_2$:

$$G_E+\tau G_M=F_1-\tau F_2+\tau F_1+\tau F_2=(1+\tau)F_1,$$

$$F_1=\frac{G_E+\tau G_M}{1+\tau}.$$

At $Q^2=0$ we have $G_E=0$ and $G_M=\kappa$, so

$$F_1'(0)=G_E'(0)+\frac{\kappa}{4M^2}.$$

The magnetic moment is now in the slope of $F_1$. If you regard $G_E$ and $G_M$ as the basic functions, $r_1^2$ is small because a charge contribution and a magnetic contribution nearly cancel. If you regard $F_1$ and $F_2$ as basic, $r_E^2$ is mostly the Foldy term. These are two descriptions of the same current, and the algebra does not make one of them the cause of the other.

The value of $\kappa$ is not free of structure either. A neutral point particle with only minimal coupling would not couple to the photon at tree level and would have $\kappa=0$. The neutron is not such a particle: it contains charged quarks, and its moment arises from them.

**Q:** Give me a case with separated charge in which $r_1^2$ is still small.

**A:** Let $G_E$ be the three-dimensional transform of a neutral density made of two Gaussians:

$$\rho(r)=g_a(r)-g_b(r),\qquad g_w(r)=\frac{e^{-r^2/w^2}}{\pi^{3/2}w^3}.$$

Each Gaussian has unit charge. Each Cartesian coordinate contributes $w^2/2$ to its mean-square radius, so $\langle r^2\rangle_w=\frac32w^2$ and

$$r_E^2=\tfrac32(a^2-b^2).$$

I choose $a=0.60$ fm. To obtain $-0.116\ \mathrm{fm}^2$ we need $b^2=0.36+0.116/1.5=0.4373\ \mathrm{fm}^2$, or $b=0.661$ fm. The density is positive at the centre and changes sign where $g_a=g_b$:

$$r_0^2=\frac{3\ln(b/a)}{1/a^2-1/b^2},\qquad r_0=0.771\ \mathrm{fm}.$$

Numerical integration gives a charge of $+0.09\,e$ inside $r_0$, balanced by $-0.09\,e$ outside. Yet with the neutron's magnetic moment the inversion formula gives

$$r_1^2=r_E^2-\frac{3\kappa}{2M^2}=+0.011\ \mathrm{fm}^2 .$$

Compare a second model with $F_1=0$ at every $Q^2$ and constant $F_2=\kappa$. It has no charge form factor in your original sense, and its $r_E^2$ is $-0.127\ \mathrm{fm}^2$. Its $G_E=-\tau\kappa$ is not zero, but its three-dimensional transform is the contact term $\frac{\kappa}{4M^2}\nabla^2\delta^3(\mathbf r)$, which vanishes at every $r>0$. The two models have nearly the same radius, so the closeness to the Foldy term cannot tell you how much charge is separated over finite distances. The radius does constrain $F_1$: if $F_1$ vanished at every $Q^2$, $r_E^2$ would equal the Foldy term exactly, whatever the shape of $F_2$, so a nonzero remainder $r_1^2$ excludes that case. The Gaussian density is a counterexample, not a fit to the neutron; another width $a$ would change the amount of separated charge.

**Q:** Is that Gaussian density the actual charge distribution of a neutron at rest?

**A:** Not literally. For each $\mathbf q$ the Breit frame uses a different pair of moving states, so the Fourier transform of $G_E$ joins data from different frames. The ambiguity concerns mean-square radii of order $1/M^2=0.044\ \mathrm{fm}^2$, which is not small beside $0.116\ \mathrm{fm}^2$. For a heavy particle it fades. If $M$ grows while the moment $\mu=e\kappa/(2M)$ stays fixed, the Foldy term is

$$\frac{3\kappa}{2M^2}=\frac{3\mu}{eM}\longrightarrow0,$$

and $r_E^2$ and $r_1^2$ coincide. The neutron is too light, and its moment too large, for that limit.

**Q:** Is there any setting in which $F_1$ itself is a charge density?

**A:** Yes, in the plane transverse to a chosen direction. Write $p^+=p^0+p^3$ and choose $q^+=0$, so that $Q^2=\mathbf q_\perp^2$. Use the spinors

$$u_\lambda(p)=\frac{(\not p+M)\beta\chi_\lambda}{\sqrt{p^+}}
=\frac{p^++\beta M+\boldsymbol\alpha_\perp\cdot\mathbf p_\perp}{\sqrt{p^+}}\,\chi_\lambda,$$

where $\alpha_3\chi_\lambda=\chi_\lambda$, $\chi_\lambda^\dagger\chi_\lambda=1$, and $\lambda$ labels the spin $\Sigma_3$ along the axis. The first form solves the Dirac equation because $(\not p-M)(\not p+M)=p^2-M^2=0$.

In the plus component of the current, $\gamma^0\gamma^+=1+\alpha_3=2P$, where $P$ projects on $\alpha_3=1$. Both $\beta$ and $\boldsymbol\alpha_\perp$ anticommute with $\alpha_3$, so they take $\chi_\lambda$ to $\alpha_3=-1$, which $P$ removes. Hence $Pu_\lambda=\sqrt{p^+}\,\chi_\lambda$, and the Dirac term is

$$u'^\dagger_{\lambda'}\,2P\,u_\lambda F_1=2p^+F_1\,\delta_{\lambda'\lambda}.$$

For the Pauli term, $i\sigma^{+\nu}q_\nu=-\frac12[\gamma^+,\not q]$. With $q^+=0$, $\not q=\frac12\gamma^+q^--\boldsymbol\gamma_\perp\cdot\mathbf q_\perp$. The part with $\gamma^+$ commutes with $\gamma^+$, and $\boldsymbol\gamma_\perp$ anticommutes with it, leaving $\gamma^+\boldsymbol\gamma_\perp\cdot\mathbf q_\perp$. The matrices $\boldsymbol\gamma_\perp=\beta\boldsymbol\alpha_\perp$ commute with $P$ but anticommute with $\Sigma_3$. They therefore reverse $\lambda$ and have no diagonal element. Without a helicity flip,

$$\frac{\bar u'_\lambda\Gamma^+u_\lambda}{2p^+}=F_1(\mathbf q_\perp^2).$$

**Q:** Why does this give a density when the Breit frame does not?

**A:** The result depends on $\mathbf q_\perp$ but not on $\mathbf p_\perp+\mathbf p'_\perp$. One can therefore superpose transverse momenta at fixed $p^+$ to localize the neutron's transverse centre, and each pair of momenta contributes the same function $F_1(\mathbf q_\perp^2)$. For a neutron of definite helicity $\lambda$, its two-dimensional Fourier transform is the density of $J^+$ around that centre. In two dimensions the angular average of $(\mathbf q_\perp\cdot\mathbf b)^2$ is $\mathbf q_\perp^2b^2/2$, so $F_1\simeq-Q^2\langle b^2\rangle/4$ and

$$\langle b^2\rangle=-4F_1'(0)=\tfrac23r_1^2\approx+0.007\ \mathrm{fm}^2 .$$

The average is weighted by charge, so its sign says that positive charge has the larger second moment in this transverse density. This fixes only a moment, not the order of the layers: with empirical form factors the transverse density changes sign more than once in $b$. In the Breit-frame transform of $G_E$ it is negative charge that has the larger second moment. There is no contradiction, because they are different components of the current between different states.

**Q:** Then the negative radius does tell me something about the neutron, but it is a statement about the slope of $G_E$. To learn the slope of $F_1$ I must subtract the Foldy term, and the small result does not tell me that charge separation is absent.

**A:** Yes. And if you want to say where the charge sits, you must also say which density you mean.

All numerical values are calculated from the stated model.
